Bauer-Fike Theorem and the Condition Number of a Simple Eigenvalue

Excitation energies in linear-response mean-field theory are eigenvalues of a matrix that couples excitations to de-excitations. This matrix is not Hermitian. Its elements carry errors from integrals and approximate orbital energies, and an iterative solver stops at a finite residual. For a Hermitian matrix, an error of 2-norm 0.01 eV leaves each computed eigenvalue within 0.01 eV of a true one. For a non-Hermitian matrix the displacement can be several times larger, and the factor has to be known before a result can be given an error bar.

Two factors answer two different questions. The Bauer-Fike theorem bounds the displacement for errors of any size, with one constant for the whole spectrum. The condition number of a single eigenvalue gives the largest displacement to first order in the error.

1. Conventions

A is the unperturbed complex n×n matrix and E is the error, so the matrix actually diagonalized is A + E. A dagger denotes the conjugate transpose. For 1 ≤ p ≤ ∞, ‖A‖_p is the largest value of ‖Av‖_p/‖v‖_p over nonzero vectors v. It follows that ‖AB‖_p ≤ ‖A‖_p‖B‖_p. For a diagonal matrix D, ‖Dv‖_p ≤ max_i|d_i| ‖v‖_p, with equality when v is the coordinate vector of the largest entry, so

‖D‖_p = max_i |d_i|.   (1)

Vector norms without an index are 2-norms. Right and left eigenvectors satisfy

Ax = λx,  y†A = λy†,  ‖x‖ = ‖y‖ = 1.   (2)

If A and E are energies, all condition numbers below are dimensionless.

2. The Bauer-Fike theorem

Assume that A is diagonalizable, A = VΛV⁻¹, with eigenvalues λ_i on the diagonal of Λ. Define κ_p(V) = ‖V‖_p‖V⁻¹‖_p. Then every eigenvalue μ of A + E satisfies

min_i |λ_i − μ| ≤ κ_p(V) ‖E‖_p.   (3)

Proof. If μ equals some λ_i, the left side is zero and nothing remains to be shown. Otherwise Λ − μ is invertible. Let z ≠ 0 be an eigenvector, (A + E)z = μz. Then

(A − μ)z = −Ez.

Since A − μ = V(Λ − μ)V⁻¹, this gives

z = −V(Λ − μ)⁻¹V⁻¹Ez.

By (1), the norm of (Λ − μ)⁻¹ is max_i 1/|λ_i − μ| = 1/min_i|λ_i − μ|. Taking norms on both sides,

‖z‖_p ≤ ‖V‖_p ‖V⁻¹‖_p ‖E‖_p ‖z‖_p / min_i|λ_i − μ|.

Division by ‖z‖_p and multiplication by the minimum give (3).

Neither a small E nor a diagonalizable A + E was assumed. The theorem places each perturbed eigenvalue near some unperturbed one; it does not pair them one to one. If A is normal, V can be chosen unitary, κ₂(V) = 1, and the displacement is at most ‖E‖₂.

The theorem also converts a solver residual into an error bound. Let z be a unit trial vector, μ a trial eigenvalue and r = Az − μz. Choose E = −rz†. Then

(A + E)z = Az − r(z†z) = Az − r = μz,

so μ is an eigenvalue of A + E. Also ‖Ev‖ = ‖r‖|z†v| ≤ ‖r‖‖v‖, with equality at v = z, so ‖E‖₂ = ‖r‖. Hence

min_i |λ_i − μ| ≤ κ₂(V) ‖r‖.   (4)

3. The condition number of a simple eigenvalue

Let λ be algebraically simple, that is, a single root of the characteristic polynomial. The rest of A need not be diagonalizable. Draw a small circle around λ that encloses no other eigenvalue. The characteristic polynomial of A does not vanish on the circle, and for small enough E its change there is smaller than its modulus. By Rouché's theorem A + E then has one eigenvalue inside, which is called λ(A + E). The condition number is

κ(λ) = lim_{ε→0} sup_{‖E‖₂≤ε} |λ(A + E) − λ| / ε,   (5)

where E runs over all complex matrices. The claim is

κ(λ) = 1/|y†x|.   (6)

3.1 The overlap is not zero

Because λ is simple, the null space of A − λ is one-dimensional and its range has dimension n − 1. For any w, y†(A − λ)w = 0, so the range lies in the space orthogonal to y. That space also has dimension n − 1, so the two coincide.

Suppose y†x = 0. Then x lies in the range, and some w satisfies (A − λ)w = x. Hence (A − λ)²w = 0 while (A − λ)w ≠ 0. The vectors x and w are therefore independent, and both are annihilated by (A − λ)². This requires algebraic multiplicity of at least two, a contradiction. So y†x ≠ 0.

3.2 The eigenpair is a smooth function of E

Fix the scale of the perturbed eigenvector z by its component along y:

(A + E)z − μz = 0,  y†z − y†x = 0.   (7)

At E = 0 the solution is z = x, μ = λ. The implicit function theorem applies if the derivative of (7) with respect to (z, μ) is invertible at this point. For changes u of z and s of μ, its null vectors satisfy

(A − λ)u − sx = 0,  y†u = 0.

Multiplying the first equation by y† removes the first term and leaves s y†x = 0, so s = 0. Then (A − λ)u = 0 gives u = cx, and y†u = c y†x = 0 gives c = 0. The derivative is invertible. Thus (7) has a smooth solution with

z = x + O(‖E‖₂),  μ = λ + O(‖E‖₂).

This μ approaches λ, so it is the eigenvalue λ(A + E) inside the circle.

3.3 The displacement and its largest value

Multiply the first equation of (7) by y† and use y†A = λy†:

λ y†z + y†Ez = μ y†z.

With y†z = y†x,

(μ − λ) y†x = y†Ez.   (8)

This identity holds without expansion along the smooth solution. Replacing z by x gives the first-order shift

μ − λ = y†Ex/(y†x) + O(‖E‖₂²).   (9)

For the upper limit, |y†Ez| ≤ ‖E‖₂‖z‖ and ‖z‖ = 1 + O(‖E‖₂), so

|μ − λ| ≤ ‖E‖₂ [1 + O(‖E‖₂)] / |y†x|.

Dividing by ε and letting ε → 0 gives κ(λ) ≤ 1/|y†x|.

To reach this value, take E = εyx†. As for the residual matrix above, ‖E‖₂ = ε‖y‖‖x‖ = ε. Moreover y†Ex = ε(y†y)(x†x) = ε, so (9) gives

μ − λ = ε/(y†x) + O(ε²).

Hence κ(λ) ≥ 1/|y†x|, which completes the proof of (6).

For vectors of arbitrary length the formula reads κ(λ) = ‖x‖‖y‖/|y†x|. By the Cauchy-Schwarz inequality it is at least 1. A large value means that the left and right vectors are nearly orthogonal.

3.4 Relation between the two constants

Let A be diagonalizable and λ_i simple. Let v_i be column i of V and w_i† row i of V⁻¹. From V⁻¹A = ΛV⁻¹, w_i† is a left eigenvector, and V⁻¹V = 1 gives w_i†v_i = 1. The formula for arbitrary lengths yields κ(λ_i) = ‖w_i‖‖v_i‖. Since a matrix norm is at least the norm of any column, and V⁻¹ has the same 2-norm as its conjugate transpose,

κ(λ_i) ≤ κ₂(V).   (10)

The numerical check uses a 5×5 complex matrix. It obtains the supremum in (5) from finite-difference derivatives of λ, without eigenvectors, and agrees with (6). The five condition numbers lie between 1.20 and 2.00, while κ₂(V) = 4.73 for V with columns of unit length (κ₂(V) depends on the scaling of the columns). In 600 random perturbations the largest displacement used 32% of the p = 2 bound, so for these random errors (3) is cautious. Random errors are not the worst ones: for the same matrix, errors chosen to move an eigenvalue as far as possible use about 78% of the bound, reached at ‖E‖₂ ≈ 0.24.

4. Paired excitation problems

Write the response matrix as M = KH, with blocks

M = [[A, B], [−B*, −A*]],  H = [[A, B], [B*, A*]],  K = [[1, 0], [0, −1]].

From here on, A and B denote these blocks, with A Hermitian and B symmetric, so that H is Hermitian. Assume also that H is positive definite. If H covers all orbital rotations, this means that the reference state is a strict local minimum of the energy. A positive definite H for one spin block alone does not ensure stability, and a stable state with a broken continuous symmetry has zero eigenvalues of H, a case not covered here. An eigenvector x has an excitation part X and a de-excitation part Y.

Since K² = 1, Mx = ωx is equivalent to Hx = ωKx. Multiplying by x† gives x†Hx = ω x†Kx. The left side is positive and x†Kx is real, so ω is real and x†Kx ≠ 0. The left eigenvector follows without a second diagonalization:

(Kx)†M = x†K²H = x†H = (Hx)† = ω(Kx)†.

Thus y = Kx, which has the same length as x. For simple ω,

κ(ω) = x†x/|x†Kx| = (‖X‖² + ‖Y‖²)/|‖X‖² − ‖Y‖²|.   (11)

With the usual normalization ‖X‖² − ‖Y‖² = 1 for ω > 0, this becomes κ(ω) = 1 + 2‖Y‖². The sensitivity is set by the de-excitation amplitude. Without it, as when B = 0, κ(ω) = 1.

The worst error in (5) ranges over all matrices, and one might hope that errors respecting the paired structure do less harm. To first order they need not. Take E = εK with real ε, which adds ε to every diagonal element of A and leaves the couplings unchanged. For unit x, Ex = εKx = εy, and (9) gives

δω = ε/(y†x),  |δω| = κ(ω)|ε|.   (12)

A rigid shift of the diagonal excitation energies therefore attains the condition number of every simple eigenvalue at once. In the three-transition model of the numerical check, ω = 2.53, 3.79 and 5.42 eV have κ(ω) = 1.137, 1.067 and 1.029, and the slopes under a rigid shift agree with these values.

An admissible Bauer-Fike constant can be obtained from H. The matrix H^{1/2}MH^{−1/2} = H^{1/2}KH^{1/2} is Hermitian, so a unitary U diagonalizes it, and V = H^{−1/2}U diagonalizes M. If h_min and h_max are the extreme eigenvalues of H, then ‖V‖₂ = h_min^{−1/2} and ‖V⁻¹‖₂ = h_max^{1/2}. Therefore

min_i |ω_i − μ| ≤ (h_max/h_min)^{1/2} ‖E‖₂.   (13)

This bound weakens as the reference state approaches an instability, h_min → 0. It also weakens as h_max grows, which core excitations and larger bases bring about in stable molecules. In time-dependent Hartree-Fock for singlet states of water near equilibrium, every κ(ω) is below 1.04, while the constant in (13) is about 8.6 in cc-pVDZ and 10.1 in cc-pVTZ (O-H 0.958 Å, angle 104.5°). These constants are not converged properties of the molecule. The cc-pVDZ value moves from 8.5 to 8.7 for bond lengths from 0.94 to 0.98 Å, diffuse functions raise the two values to 8.9 and 10.8, and leaving out the core excitations lowers them to 3.9 and 6.5. Values of κ(ω) well above 1 appear near an instability, for example about 4 for the lowest triplet of H₂ at 1.20 Å in cc-pVDZ. So close to the instability the value depends strongly on the setting: it is 3.4 in cc-pVTZ and 3.3 in cc-pVQZ, and in cc-pVDZ it rises from 2.9 at 1.19 Å to about 20 at 1.21 Å. The bound (13) uses one particular scaling of the columns of V and need not be the smallest constant allowed by (3): for B = 0 the matrix M is Hermitian and a unitary V gives the constant 1, while (13) gives (h_max/h_min)^{1/2}.

5. Worked example: one transition near an instability

Take a single transition with real a > b > 0:

M = [[a, b], [−b, −a]].

Its square is (a² − b²) times the unit matrix and its trace is zero, so the eigenvalues are ±ω with ω = √(a² − b²). The first row of Mx = ωx gives Y/X = −(a − ω)/b. Using b² + ω² = a²,

b² + (a − ω)² = 2a(a − ω),
b² − (a − ω)² = 2ω(a − ω).

The ratio of these two lines is (11), so κ(ω) = a/ω. The eigenvalues of H are a + b and a − b, so the constant in (13) is

√[(a + b)/(a − b)] = (a + b)/ω.

For the round model values a = 5 eV and b = 4.8 eV:

ω = √(25 − 23.04) eV = 1.4 eV
Y/X = −3.6/4.8 = −0.75, so x = (0.8, −0.6) and y = (0.8, 0.6)
y†x = 0.64 − 0.36 = 0.28
κ(ω) = 1/0.28 = 3.57
κ₂(V) = 9.8/1.4 = 7.0

By (4), a residual of norm 0.01 eV guarantees an eigenvalue within 0.07 eV.

Now change a by δ. This is E = δK, with ‖E‖₂ = |δ|. The table gives the distance from a perturbed eigenvalue to the nearest unperturbed one, the first-order estimate κ(ω)|δ| and the bound 7|δ|, all in eV.

δ | distance | first order | bound
+0.01 | 0.0353 | 0.0357 | 0.0700
−0.01 | 0.0361 | 0.0357 | 0.0700
−0.20 | 1.400 | 0.714 | 1.400
−0.30 | 1.706 | 1.071 | 2.100

The second row exceeds the first-order estimate: κ(ω)‖E‖₂ is a limiting law and not a bound at finite error. The sign of the deviation follows from d²ω/da² = 1/ω − a²/ω³ = −b²/ω³. The curve ω(a) is concave, so lowering a moves ω further than raising it by the same amount.

At δ = −0.2 eV, a has been lowered to b and both eigenvalues have moved to zero. The distance equals the bound. This holds for any a > b in the model, because

κ₂(V)(a − b) = (a + b)(a − b)/ω = ω.

The constant in (3) therefore cannot be replaced by a smaller multiple of κ₂(V) valid for all matrices. At δ = −0.3 eV the eigenvalues are ±0.975i eV, signalling an unstable reference state. Their distance from ±1.4 eV is √(1.400² + 0.975²) = 1.706 eV, still inside the bound.

6. Where the results fail

At a = b the matrix M is nonzero but M² = 0, so it is not diagonalizable and (3) cannot start from it. Its right vector is proportional to (1, −1) and its left vector to (1, 1), with zero overlap. Raising a by η gives

ω = √[(b + η)² − b²] = √(2bη + η²).

For b = 4.8 eV, η = 10⁻⁴ eV shifts the eigenvalue by 0.0310 eV, and η = 10⁻⁶ eV shifts it by 0.00310 eV. A hundredfold smaller error gives a tenfold smaller shift. The ratio of shift to error grows from 310 to 3098 and diverges as η → 0, so no finite condition number exists.

A repeated eigenvalue of a diagonalizable matrix is a different case. For the 2×2 unit matrix one may pick x = (1, 0) and y = (0, 1), whose overlap vanishes although the matrix is Hermitian and (3) holds with κ₂(V) = 1. Formula (6) must not be applied to individual vectors of a degenerate set; the Bauer-Fike bound remains valid.

7. Implementation notes

The overlap in (6) is a complex scalar product with y conjugated. If a solver supplies w from Aᵀw = λw, then wᵀA = λwᵀ, and the left vector of (2) is y = w*.

For a paired problem with positive definite H and a simple ω, evaluate (11) from the X and Y already at hand. For a degenerate ω a single vector can understate the shift: with A = diag(5, 1.4) eV and B = diag(4.8, 0) eV the level ω = 1.4 eV is twofold, (11) gives values from 1 to 3.57 depending on the vector chosen, and the worst factor is 3.57. Multiply κ(ω) by the error norm for a first-order estimate of the largest shift, and use (13) when a guarantee is required. Both refer to the worst error of the given norm and are of little use for a truncation of the orbital space. For singlet water in cc-pVDZ, removing the couplings to the two highest of 19 virtual orbitals is an error with ‖E‖₂ = 9.5 eV, yet the lowest ω moves by 0.01 eV. In (13), h_min and h_max belong to the matrix whose eigenvalues are the ω_i. If they are taken from the computed H, the two matrices exchange roles, and (13) places each eigenvalue of the exact matrix near some computed one. Unless κ(ω)‖E‖₂ is small compared with the distance to the next eigenvalue, the first-order estimate should not be relied on without a check at finite E: in the example of section 5, at δ = −0.2 eV it gives 0.714 eV for eigenvalues 2.8 eV apart, while the true shift is 1.400 eV.

Computed results

```
General 5x5 complex matrix (dimensionless)
 eigenvalue 1: 1/|y^H x| = 1.20007, sup from gradient = 1.20007
 eigenvalue 2: 1/|y^H x| = 1.29259, sup from gradient = 1.29259
 eigenvalue 3: 1/|y^H x| = 2.00366, sup from gradient = 2.00366
 eigenvalue 4: 1/|y^H x| = 1.50337, sup from gradient = 1.50337
 eigenvalue 5: 1/|y^H x| = 1.99459, sup from gradient = 1.99459
 cond_2(V) = 4.7256
 random perturbations tried = 600
 largest displacement/bound, p = 1: 0.1052
 largest displacement/bound, p = 2: 0.3206
 largest displacement/bound, p = inf: 0.1111
One paired transition
 a = 5.00 eV, b = 4.80 eV, w = 1.4000 eV
 right vector (X, Y) = (0.8000, -0.6000)
 left vector = (0.8000, 0.6000)
 overlap y^H x = 0.2800
 condition number of w = 3.5714
 cond_2(V) = 7.0000
 change of a = +0.01 eV: new w = 1.43530 + 0.00000i eV
   displacement 0.03530, first order 0.03571, bound 0.07000 eV
 change of a = -0.01 eV: new w = 1.36385 + 0.00000i eV
   displacement 0.03615, first order 0.03571, bound 0.07000 eV
 change of a = -0.20 eV: new w = 0.00000 + 0.00000i eV
   displacement 1.40000, first order 0.71429, bound 1.40000 eV
 change of a = -0.30 eV: new w = 0.00000 + 0.97468i eV
   displacement 1.70587, first order 1.07143, bound 2.10000 eV
Defective starting point a = b
 a = b = 4.80 eV, change of a = 1e-04 eV: shift = 0.030984 eV, ratio = 309.8
 a = b = 4.80 eV, change of a = 1e-06 eV: shift = 0.003098 eV, ratio = 3098.4
Three coupled transitions
 A row 1 = [3.0, 0.4, 0.2] eV, B row = [1.5, 0.5, 0.3] eV
 A row 2 = [0.4, 4.0, 0.3] eV, B row = [0.5, 1.2, 0.4] eV
 A row 3 = [0.2, 0.3, 5.5] eV, B row = [0.3, 0.4, 1.0] eV
 w = 2.5341 eV: condition number = 1.13706, slope under rigid shift = 1.13706
 w = 3.7902 eV: condition number = 1.06662, slope under rigid shift = 1.06662
 w = 5.4178 eV: condition number = 1.02917, slope under rigid shift = 1.02917
 cond_2(V) = 1.8274
```
